\section*{ZORA Hartree-Fock equations and the exchange missing from their denominator}

\section{Exchange and the ZORA denominator}

An electron near a heavy nucleus moves fast enough to need a relativistic kinetic energy operator. In the zeroth-order regular approximation (ZORA) this operator depends on the local potential through a denominator, $2c^2-V$. With a local potential the recipe is clear. In Hartree-Fock theory part of the potential is the nonlocal exchange operator, and it is not obvious what dividing by it means. The scheme studied here keeps the nuclear and Coulomb potentials in the denominator and leaves exchange out. The Coulomb potential, however, contains the repulsion of each electron by itself, which exchange would have cancelled. How large is the resulting error?

\subsection{The four-component starting point}

We use Hartree atomic units, a point nucleus and a closed-shell determinant of $N$ occupied spinors. Energies are measured from the rest energy $c^2$. The electrons interact through $1/r_{12}$; the Breit interaction is omitted. Each spinor has a large component $\phi_i$ and a small component $\chi_i$, both with two entries. Let
\begin{equation}
V_C=V_N+J \label{vc}
\end{equation}
be the sum of the nuclear potential and the Coulomb potential of all electrons, including electron $i$. Exchange acts on an occupied spinor as
\begin{equation}
K\psi_i(\mathbf r)=\sum_j\psi_j(\mathbf r)\,w_{ji}(\mathbf r),\qquad
w_{ji}(\mathbf r)=\int\frac{\phi_j^\dagger\phi_i+\chi_j^\dagger\chi_i}{|\mathbf r-\mathbf r'|}\,d^3r' ,
\label{k}
\end{equation}
where the components under the integral are taken at $\mathbf r'$. The Dirac-Fock equations are therefore
\begin{align}
V_C\phi_i+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi_i-\sum_j\phi_jw_{ji}&=\varepsilon_i\phi_i, \label{up}\\
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_i+(V_C-2c^2)\chi_i-\sum_j\chi_jw_{ji}&=\varepsilon_i\chi_i. \label{low}
\end{align}
Moving all small components in (\ref{low}) to one side gives
\begin{equation}
(2c^2+\varepsilon_i-V_C)\chi_i+\sum_j\chi_jw_{ji}=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_i .
\label{small}
\end{equation}
The sum contains two blocks of the exchange operator. The part of $w_{ji}$ made from $\phi_j^\dagger\phi_i$ is the small-large block $K^{SL}$, which acts on $\phi_i$. The part made from $\chi_j^\dagger\chi_i$ is the small-small block $K^{SS}$, which acts on $\chi_i$. In a formal operator elimination of $\chi_i$, $K^{SS}$ alone would stand literally in the denominator. Since $\chi$ is of order $c^{-1}$, it is nevertheless $K^{SL}$ that supplies the leading part of the sum.

\subsection{Two approximations and a matrix denominator}

The regular approximation drops $\varepsilon_i$ beside $2c^2-V_C$. This requires $|\varepsilon_i|\ll 2c^2-V_C$. It does not require $|V_C|\ll2c^2$: close to the nucleus $V_C$ is large and negative, and the condition is satisfied all the better.

The second approximation concerns the density. In a two-component theory $\phi_i$ is normalised to one, and $J$ and $w$ are built from it:
\begin{equation}
J(\mathbf r)=\sum_j\int\frac{\phi_j^\dagger\phi_j}{|\mathbf r-\mathbf r'|}d^3r',\qquad
w_{ji}(\mathbf r)=\int\frac{\phi_j^\dagger\phi_i}{|\mathbf r-\mathbf r'|}d^3r',\qquad
\langle\phi_i|\phi_j\rangle=\delta_{ij}.
\label{two}
\end{equation}
The charge of the small components is not lost, because normalisation returns it to $\phi$, but its distribution in space changes slightly. This picture change affects $J$ and $K$ at order $c^{-2}$. It is a separate approximation and is not counted below as an effect of omitted exchange.

With $\varepsilon_i$ dropped, (\ref{small}) becomes at each point $\mathbf r$ a finite set of linear equations,
\begin{equation}
\sum_j\chi_jM_{ji}=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_i,\qquad
M_{ji}=d\,\delta_{ji}+w_{ji},\qquad d=2c^2-V_C .
\label{m}
\end{equation}
Its solution is $\chi_i=\sum_j(c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_j)(M^{-1})_{ji}$. Exchange thus enters through a matrix denominator whose indices run over the occupied orbitals. The inverse exists wherever $d>0$. Indeed, for any numbers $a_i$,
\begin{equation}
\sum_{ji}a_j^*w_{ji}a_i=\int\frac{\bigl|\sum_ia_i\phi_i(\mathbf r')\bigr|^2}{|\mathbf r-\mathbf r'|}\,d^3r'\ge0 ,
\end{equation}
so all eigenvalues of $M$ are at least $d$.

Deleting $w$ from $M$, but not from the upper equation, leaves
\begin{equation}
\chi_i=\frac{c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_i}{2c^2-V_C}.
\label{chi}
\end{equation}
Insertion into (\ref{up}) gives the ZORA Hartree-Fock equation studied here,
\begin{equation}
\left[\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2-V_C}\,\boldsymbol\sigma\!\cdot\!\mathbf p+V_C-K\right]\phi_i=\varepsilon_i\phi_i .
\label{faas}
\end{equation}
The operator is Hermitian, and its denominator is an ordinary function of position. As $c\to\infty$ the first term tends to $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2/2=p^2/2$, and the nonrelativistic Hartree-Fock equation is recovered.

\subsection{First-order effect of the omission}

From here on $\chi_i$ denotes (\ref{chi}). To first order in $w/d$,
\begin{equation}
(M^{-1})_{ji}\simeq\frac{\delta_{ji}}{d}-\frac{w_{ji}}{d^2}.
\end{equation}
Since $c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_j=d\,\chi_j$, restoring exchange changes the small component by
\begin{equation}
\delta\chi_i=-\sum_j\frac{d\,\chi_j\,w_{ji}}{d^2}=-\frac1d\sum_j\chi_jw_{ji}.
\end{equation}
The corresponding change in the kinetic expectation value, with $\phi_i$ fixed, is
\begin{equation}
\langle\phi_i|c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,|\delta\chi_i\rangle
=\int(d\,\chi_i)^\dagger\delta\chi_i\,d^3r=-X_i,\qquad
X_i=\sum_j\int\chi_i^\dagger\chi_j\,w_{ji}\,d^3r .
\label{x}
\end{equation}
Restoring exchange lowers the orbital energy by $X_i$, so omitting it raises the energy by $X_i$ before the orbitals relax. (In a closed-shell atom $X_i$ is real, as the radial form below shows; otherwise its real part is meant.)

The sum over orbitals has a definite sign. Define the $2\times2$ matrix $\Gamma(1,2)=\sum_j\chi_j(1)\phi_j^\dagger(2)$. Writing out $w_{ji}$ in (\ref{x}) gives
\begin{equation}
\sum_iX_i=\sum_{ij}\iint\frac{\chi_i^\dagger(1)\chi_j(1)\,\phi_j^\dagger(2)\phi_i(2)}{r_{12}}
=\iint\frac{\sum_{ab}|\Gamma_{ab}(1,2)|^2}{r_{12}}\ge0 .
\label{pos}
\end{equation}

For the total energy, hold the kinetic operator $T$ of (\ref{faas}) fixed. The stationarity argument needs this restriction because $T$ depends on the density through $V_C$, and (\ref{faas}) contains no term from varying that dependence. At fixed $T$, the solutions of (\ref{faas}) make
\begin{equation}
E=\sum_i\langle\phi_i|T+V_N|\phi_i\rangle+\tfrac12\sum_i\langle\phi_i|J-K|\phi_i\rangle
\label{e}
\end{equation}
stationary. A small one-electron operator with expectation values $-X_i$ then changes $E$ by $-\sum_iX_i$ to first order, and orbital relaxation enters only at second order. The omission therefore raises the total energy by $\sum_iX_i$.

There is no factor $\tfrac12$, although exchange is a two-electron energy. The four-component exchange energy is
\begin{equation}
-\tfrac12\sum_{ij}\iint\frac{(\phi_i^\dagger\phi_j+\chi_i^\dagger\chi_j)(1)\,(\phi_j^\dagger\phi_i+\chi_j^\dagger\chi_i)(2)}{r_{12}} .
\label{ex}
\end{equation}
Its two mixed terms are equal after the electron labels are exchanged, and together they give $-\sum_iX_i$. The term with four small components is
\begin{equation}
E^{SS}=-\tfrac12\sum_{ij}\iint\frac{\chi_i^\dagger\chi_j(1)\,\chi_j^\dagger\chi_i(2)}{r_{12}} .
\label{ss}
\end{equation}
Because $\chi\sim c^{-1}$, the mixed part is of order $c^{-2}$ and $E^{SS}$ of order $c^{-4}$. The estimate $\sum_iX_i$ thus contains only $K^{SL}$, not the block found literally in the denominator.

\subsection{Relaxation of the orbital energies}

Individual orbital energies respond to the omission at first order, because $J$ and $K$ change with the orbitals. To include this response we need a Hermitian operator for the missing term. Multiplying $c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\delta\chi_i$ by a trial function $\mu$ and integrating gives $-\langle\mu|A|\phi_i\rangle$, where
\begin{equation}
\langle\mu|A|\nu\rangle=\sum_j\iint\frac{\chi_\mu^\dagger(1)\chi_j(1)\,\phi_j^\dagger(2)\nu(2)}{r_{12}},\qquad
\chi_\mu=\frac{c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\mu}{d}.
\label{a}
\end{equation}
$A$ is not Hermitian. With the occupied projector $P=\sum_j|\phi_j\rangle\langle\phi_j|$ we form
\begin{equation}
O=-\left[AP+PA^\dagger-\tfrac12P(A+A^\dagger)P\right].
\label{o}
\end{equation}
Between a virtual orbital $v$ and an occupied orbital $i$, the last two terms vanish because $P|v\rangle=0$, leaving the required element $-A_{vi}$. Between occupied orbitals the result is $-\tfrac12(A+A^\dagger)$, whose diagonal elements are $-X_i$. Solving (\ref{faas}) with and without $O$ gives the relaxed shifts.

\subsection{Two electrons in a 1s shell}

For the configuration $1s^2$ the two orbitals have opposite spin, so $\phi_j^\dagger\phi_i=0$ for $j\ne i$. Hence $w_{ji}=\delta_{ji}v_1$, where $v_1$ is the Coulomb potential of one electron, while $J=2v_1$. The denominator with exchange is
\begin{equation}
2c^2-V_N-2v_1+v_1=2c^2-V_N-v_1 ,
\label{ion}
\end{equation}
whereas (\ref{faas}) has $2c^2-V_N-2v_1$. The difference is the self-repulsion of the electron.

A hydrogenic orbital gives a simple estimate. Its spatial part is $(Z^3/\pi)^{1/2}e^{-Zr}$, so $|\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi|^2=|\nabla\phi|^2=Z^2|\phi|^2$. Taking $d\simeq2c^2$ gives $|\chi|^2=(Z^2/4c^2)|\phi|^2$. The charge inside and outside radius $r$ contributes
\begin{align}
v_1&=\frac{1-e^{-2Zr}(1+2Zr+2Z^2r^2)}{r}+e^{-2Zr}(Z+2Z^2r)\notag\\
&=\frac1r-e^{-2Zr}\left(Z+\frac1r\right).
\end{align}
Therefore
\begin{align}
\int|\phi|^2v_1\,d^3r&=4Z^3\int_0^\infty\left[re^{-2Zr}-e^{-4Zr}(Zr^2+r)\right]dr\notag\\
&=4Z\left(\tfrac14-\tfrac1{32}-\tfrac1{16}\right)=\tfrac58Z ,
\end{align}
and
\begin{equation}
X_{1s}\simeq\frac{Z^2}{4c^2}\,\frac{5Z}{8}=\frac{5Z^3}{32c^2}.
\label{hyd}
\end{equation}
The Dirac energy of a hydrogenic 1s electron, $c^2\sqrt{1-Z^2/c^2}-c^2$, has the leading relativistic correction $-Z^4/8c^2$. The ratio of $X_{1s}$ to its magnitude is $5/(4Z)$: the error grows with $Z$, but more slowly than the relativistic effect itself. ZORA exaggerates that effect. Dropping $\varepsilon$ lowers the energy by a further $|\varepsilon|\langle\chi|\chi\rangle\simeq(Z^2/2)(Z^2/4c^2)=Z^4/8c^2$, as explained in the last subsection, so the leading ZORA correction is $-Z^4/4c^2$, twice the Dirac value. All these formulas require $Z\ll c$.

The same orbital gives the size of $E^{SS}$. The small components of the two spins are also orthogonal at each point, so (\ref{ss}) yields $|E^{SS}|=(Z^2/4c^2)^2(5Z/8)$. Dividing by $2X_{1s}$ gives
\begin{equation}
\frac{|E^{SS}|}{\sum_iX_i}\simeq\frac{Z^2}{8c^2}.
\label{ratio}
\end{equation}

\subsection{Radial form for closed-shell atoms}

Write $\phi=(P/r)\Omega_{\kappa m}$ and $\chi=i(Q/r)\Omega_{-\kappa m}$. We use $\boldsymbol\sigma\!\cdot\!\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\!\cdot\!\mathbf L/r)$, $\boldsymbol\sigma\!\cdot\!\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\Omega_{\kappa m}$ and $\sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa m}$. Equation (\ref{chi}) becomes
\begin{equation}
Q_a=\frac{c}{2c^2-V_C}\left(P_a'+\frac{\kappa_a}{r}P_a\right).
\end{equation}
Expand $1/r_{12}$ in multipoles $C^k_q$. For a full subshell $b$, summing the squared angular matrix elements over $m_b$ and $q$ gives $(2j_b+1)$ times a squared $3j$ symbol. The small components have the same angular elements, because $\sigma_r$ commutes with $C^k_q$ and $\sigma_r^2=1$. Thus
\begin{align}
X_a&=\sum_b\int_0^\infty Q_aQ_bW_{ab}\,dr,\label{xr}\\
W_{ab}(r)&=(2j_b+1)\sum_k\begin{pmatrix}j_a&k&j_b\\ \frac12&0&-\frac12\end{pmatrix}^{\!2}
\int_0^\infty\frac{r_<^k}{r_>^{k+1}}P_aP_b\,dr' ,
\end{align}
with $l_a+l_b+k$ even. All quantities are real. The total rise is $\sum_a(2j_a+1)X_a$.

\subsection{Neon and argon}

Equation (\ref{faas}) was solved self-consistently in even-tempered Gaussian bases, with radial integrals by quadrature on a logarithmic grid. Neon has 14 s exponents starting at $0.12$ and 9 p exponents starting at $0.10\ \mathrm{bohr}^{-2}$, with ratio $2.7$. Argon has 17 and 12, starting at $0.07$ and $0.06\ \mathrm{bohr}^{-2}$, with ratio $2.6$. Below, $\Delta_{\rm rel}$ is the unscaled ZORA orbital energy minus its value in the same basis with $c$ multiplied by 1000, and $\Delta_{\rm relax}$ is the self-consistent energy with exchange omitted from the denominator minus that with it kept through $O$. Energies are in millihartree. In a larger basis (29 s and 23 p exponents, ratio $2.0$) $X_a$ and $\Delta_{\rm relax}$ change by at most $0.002$. $\Delta_{\rm rel}$ moves to $-77.33$ for Ne $1s_{1/2}$, $-956.9$ for Ar $1s_{1/2}$ and $-66.58$ for Ar $2p_{1/2}$, and by about $0.03$ or less for the other levels.

\begin{center}
\begin{tabular}{lrrr}
Orbital & $\Delta_{\rm rel}$ & $X_a$ & $\Delta_{\rm relax}$\\
Ne $1s_{1/2}$ & $-77.26$ & $7.68$ & $6.69$\\
Ne $2s_{1/2}$ & $-5.33$ & $0.42$ & $0.31$\\
Ne $2p_{1/2}$ & $-2.63$ & $0.086$ & $-0.086$\\
Ne $2p_{3/2}$ & $2.10$ & $0.154$ & $0.005$\\
Ar $1s_{1/2}$ & $-956.5$ & $47.87$ & $43.22$\\
Ar $2s_{1/2}$ & $-93.67$ & $4.09$ & $3.13$\\
Ar $2p_{1/2}$ & $-66.45$ & $1.36$ & $0.06$\\
Ar $2p_{3/2}$ & $19.93$ & $2.07$ & $0.84$\\
Ar $3s_{1/2}$ & $-9.02$ & $0.375$ & $0.268$\\
Ar $3p_{1/2}$ & $-4.50$ & $0.076$ & $-0.069$\\
Ar $3p_{3/2}$ & $3.20$ & $0.129$ & $0.004$
\end{tabular}
\end{center}

For neon the total rise is
\begin{equation}
2(7.677+0.420+0.086)+4(0.154)=16.98\ \mathrm{mhartree}=0.462\ \mathrm{eV}.
\end{equation}
The 1s pair supplies $15.35$ mhartree, or 90\%. In this basis the ZORA and nonrelativistic total energies are $-128.7555$ and $-128.5457$ hartree, so the rise is 8\% of their difference. For argon the rise is $116.3$ mhartree ($3.17$ eV), or 4\% of the corresponding difference of $2.789$ hartree. (The larger basis gives $-128.7572$ and $-128.5471$ hartree for neon and a difference of $2.790$ hartree for argon; the percentages are unchanged.) Both percentages refer to unscaled ZORA, which exaggerates the relativistic lowering; measured against the Dirac-Fock lowering they would be larger. Relaxing the orbitals with $T$ and $O$ fixed changes the two rises only to $16.99$ and $116.4$ mhartree, as expected from the stationarity of (\ref{e}).

The hydrogenic formula (\ref{hyd}) gives $8.32$ and $48.5$ mhartree for the 1s orbitals, close to the computed $7.68$ and $47.9$. The small-small exchange energies are $-0.0113$ and $-0.264$ mhartree. Their magnitudes are about $1/1500$ and $1/440$ of the total rises; the estimate (\ref{ratio}) gives about $1/1500$ and $1/460$. It leaves out screening and the outer shells, so the very close agreement in neon is fortuitous. When $c$ is doubled in neon, $\sum_iX_i$ falls by a factor of $4.01$ and the small-small energy by $16.1$, in line with the orders found above.

Relaxation nearly cancels the direct shift of the outer $p_{3/2}$ level and reverses that of $p_{1/2}$. The density changes behind this were not analysed.

The outer p splitting is $4.729$ mhartree in neon with exchange omitted and $4.637$ with it kept, an excess of 2\%. In argon the values are $7.697$ and $7.625$, an excess of just under 1\%. The larger basis raises all four splittings by about $0.02$ mhartree and leaves the excesses unchanged. The direct shifts already have this sign. A local repulsion $v(r)$ decreasing outwards would act differently. To leading order it adds the spin-orbit term $(v'/4c^2r)\,\boldsymbol\sigma\!\cdot\!\mathbf L$, with $\boldsymbol\sigma\!\cdot\!\mathbf L=1$ for $p_{3/2}$ and $-2$ for $p_{1/2}$. Since $v'<0$, it would reduce the splitting. The self-repulsion picture that serves for $1s^2$ therefore does not account for the p splitting, where the nonlocal terms between different orbitals matter.

\subsection{Separating the errors in Ne\texorpdfstring{$^{8+}$}{8+}}

The two-electron ion allows the missing exchange to be separated from the neglect of $\varepsilon_i$. In a fixed local potential, restoring $\varepsilon$ in (\ref{small}) changes $\chi$ by about $-\varepsilon\chi/d$ and the energy by $-\varepsilon\langle\chi|\chi\rangle$. Setting $\varepsilon\simeq\varepsilon_{\rm ZORA}-\varepsilon\langle\chi|\chi\rangle$ gives the scaled ZORA energy
\begin{equation}
\varepsilon_{\rm scaled}=\frac{\varepsilon_{\rm ZORA}}{1+\langle\chi|\chi\rangle}.
\end{equation}
The Dirac-Fock equation for Ne$^{8+}$, solved in the neon s basis, gives a 1s energy of $-43.9714$ hartree. (A converged s basis lowers this level, and the ZORA levels quoted below, by $0.0005$ hartree; the differences between them are unaffected at the digits shown.) In the same fixed potential, scaled ZORA with the denominator (\ref{ion}) agrees with this value to within $0.01$ mhartree. With $2v_1$ in place of $v_1$ it lies $7.61$ mhartree above. In this fixed potential the omitted exchange accounts for nearly all the remaining error.

Without scaling, the self-consistent ZORA energies are $-44.0160$ hartree with exchange omitted and $-44.0230$ with it kept. The latter is $51.6$ mhartree below the Dirac-Fock value, a difference that combines the neglect of $\varepsilon$ with the picture change. In unscaled ZORA the omission of exchange is thus the smaller error for this level, and it partly compensates the larger one. Scaling removes that compensation. The scaled self-consistent levels lie $10.5$ mhartree above the Dirac-Fock value with exchange omitted and $3.5$ mhartree above it with exchange kept. The omitted exchange is then the larger part of the error, about two thirds; the rest arises because the self-consistent ZORA density, and hence the potential, differs from the Dirac-Fock one.

These estimates compare mean-field schemes, not theory with experiment. Correlation, finite nuclear size and the Breit interaction are absent. The Breit interaction couples large to small components on both electrons and so enters at order $c^{-2}$, the same order as $X_i$. A calculation that restores exchange in the denominator for the sake of core energies should therefore consider the Breit term as well.
